# Negative differential resistance from carrier balance in a threshold switch, part 2

A uniform threshold-switching film carries current by mobile electrons of density $n$ at field magnitude $F$. The problem is to find its steady states and which of them can be used in a circuit. Units are SI. Temperature and mobility $\mu$ are fixed, and contacts are assumed to leave the interior density unchanged.

Background generation is $G$, and multiplication adds $g(F) n$, with $g$ rising strictly from zero at zero field. Traps of density $N_t$, of which $m$ are filled, capture electrons with coefficient $c$ and empty by recombination with localized holes after a mean time $\tau$:

$$ \frac{dn}{dt} = G + g(F) n - c n (N_t - m) , $$

$$ \frac{dm}{dt} = c n (N_t - m) - \frac{m}{\tau} . $$

Define $r=c N_t$, $n_s=1/(c\tau)$, $x=n/n_s$ and $\varepsilon=G/(r n_s)$, with $0<\varepsilon<1$. A steady state has $m=N_t x/(1+x)$ and $g(F)=h(n)$, where

$$ \frac{h}{r} = \frac{1}{1 + x} - \frac{\varepsilon}{x} = \frac{(1 - \varepsilon) x - \varepsilon}{x (1 + x)} . $$

The field rises from zero at $x_d=\varepsilon/(1-\varepsilon)$ to one maximum $F_{th}$ at $x_{th}=\sqrt{\varepsilon}/(1-\sqrt{\varepsilon})$, where $n=n_{th}$, and then falls. The two steady densities at one field have $x$ values with product $\varepsilon/\gamma$, where $\gamma=g(F)/r$.

The current density is $J=\sigma F$, with $\sigma=e\mu n$ and elementary charge $e$. The logarithmic slopes and differential resistivity are

$$ \eta = \frac{d \ln h}{d \ln n} , \qquad \kappa = \frac{d \ln g}{d \ln F} > 0 , $$

$$ \eta = \frac{\varepsilon}{(1 - \varepsilon) x - \varepsilon} - \frac{x}{1 + x} , $$

$$ \frac{dF}{dJ} = \frac{1}{\sigma} \, \frac{\eta}{\kappa + \eta} . $$

On the falling branch $\eta<0$, so $dF/dJ$ is negative when $\kappa+\eta>0$.

The example uses $g=g_0\exp(-F_0/F)$, so $\kappa=F_0/F$, with $c=10^{-14}$ m³/s, $N_t=10^{24}$ m⁻³, $\tau=10^{-9}$ s, $G=10^{29}$ m⁻³ s⁻¹, $g_0=10^{11}$ s⁻¹ and $F_0=10^8$ V/m. These give $r=10^{10}$ s⁻¹, $n_s=10^{23}$ m⁻³, $\varepsilon=10^{-4}$ and $F_{th}=4.31\times10^7$ V/m, or 2.15 V across 50 nm.

### Stability with a series load

A steady state can be used in a circuit if small disturbances die out. Let the film be in series with a resistor. Multiply its resistance by the film area and divide by the film thickness to obtain a load resistivity $\rho$. Let $F_s$ be the source voltage divided by the thickness. Without capacitance or inductance,

$$ F = F_s - \rho J = \frac{F_s}{1 + \rho \sigma} . $$

The second form follows from $J = \sigma F$. As $\sigma$ is proportional to $n$,

$$ \frac{d \ln F}{d \ln n} = -s , \qquad s = \frac{\rho \sigma}{1 + \rho \sigma} . $$

Fixed field is $s = 0$, and fixed current is the limit $s \to 1$.

The traps need not follow the electrons quickly, so both rate equations are kept. Write $A_{ij}$ for the derivatives of $dn/dt$ (first row) and $dm/dt$ (second row) with respect to $n$ and $m$. Since $n \, dg/dn = -\kappa s g$, the first entry is

$$ A_{11} = g - \kappa s g - c (N_t - m) = - \frac{G}{n} - \kappa s g . $$

The last step uses the steady electron balance divided by $n$. The other entries are

$$ A_{12} = c n , \quad A_{21} = c (N_t - m) , \quad A_{22} = - c n - \frac{1}{\tau} . $$

The sum of the diagonal entries is negative. The two eigenvalues therefore both have negative real parts if the determinant is positive, while a negative determinant gives one positive eigenvalue. The determinant is

$$ D = \left( \frac{G}{n} + \kappa s g \right) \left( c n + \frac{1}{\tau} \right) - c^2 n (N_t - m) . $$

Now use $c n + 1 / \tau = (1 + x) / \tau$ and $N_t - m = N_t / (1 + x)$. With $c \tau n = x$ and $c N_t = r$, the last term is $r x / [ \tau (1 + x) ]$. Taking out the factor $(1 + x) / \tau$ leaves

$$ D = \frac{1 + x}{\tau} \left[ \frac{r \varepsilon}{x} - \frac{r x}{(1 + x)^2} + \kappa s g \right] . $$

The first two terms in the bracket are $x \, dh/dx$, which equals $\eta h = \eta g$. So

$$ D = \frac{1 + x}{\tau} \, g \, (\kappa s + \eta) . $$

A state with nonzero field is stable against uniform disturbances when $\kappa s + \eta > 0$. At fixed field this means $\eta > 0$: the rising branch is stable and the falling branch is not. Near threshold $D \to 0$ at fixed field, so one eigenvalue goes to zero and relaxation becomes slow. Stepping in time is then a poor way to find the steady curve, and the algebraic formula is better.

On the falling branch, put $q = -\eta / \kappa > 0$. Stability requires $\rho \sigma / (1 + \rho \sigma) > q$. If $q < 1$, multiplying out gives $\rho \sigma (1 - q) > q$, or

$$ \rho > \frac{1}{\sigma} \, \frac{q}{1 - q} = - \frac{1}{\sigma} \, \frac{\eta}{\kappa + \eta} = \left| \frac{dF}{dJ} \right| . $$

The load must exceed the magnitude of the negative differential resistivity. If $q > 1$, no series resistor stabilizes the state, because $s$ stays below 1.

### Why a stable circuit may still form a filament

The load controls the total current, not how it is spread over the area. Consider a disturbance of $n$ that varies across the film but has zero area average, with the same field at every place. The total current at that field is unchanged, so the load leaves the field unchanged. Each part of the area then evolves at fixed field, and on the falling branch the disturbance grows.

Lateral diffusion opposes this, provided that the space charge it creates can be neglected. For a disturbance of wave number $k$ and an effective lateral diffusivity $D_\perp$ of the mobile carriers, $A_{11}$ gains $-D_\perp k^2$. Repeating the determinant with $s = 0$ replaces $g \eta$ by $g \eta + D_\perp k^2$. The uniform state is stable against this disturbance when

$$ D_\perp k^2 > g | \eta | . $$

For a rectangular film whose longer side is $W$, with no lateral flow through its edges, the smallest nonzero wave number is $\pi / W$. Uniform conduction on the falling branch then requires $W < \pi \sqrt{D_\perp / (g |\eta|)}$. In a wider film the uniform curve remains a solution, but it should not be taken as the measured characteristic.

This limit leaves out the lateral field that arises when electrons diffuse away from the holes. If the holes are strictly localized, as in the rate model, that field opposes the spreading of the electrons. Narrowing the film then slows the growth of the disturbance but does not stop it. The limit is thus an estimate for films in which lateral space charge is negligible, not a guarantee of uniform conduction.

### Worked curve and load

The parameters are those of the first half, with $\mu = 10^{-5}$ m²/(V s). At threshold $\kappa = F_0 / F_{th} = 2.32$, and it is larger everywhere else on the curve. The whole falling branch therefore has negative differential resistance. The threshold current density is $6.97 \times 10^4$ A/m².

Some points on the curve are:

| $n$ (m⁻³) | $F$ (V/m) | $J$ (A/m²) | $dF/dJ$ (Ω m) |
|---|---|---|---|
| $2 \times 10^{19}$ | $3.34 \times 10^7$ | $1.07 \times 10^3$ | $7.8 \times 10^3$ |
| $1 \times 10^{22}$ | $4.17 \times 10^7$ | $6.68 \times 10^5$ | $-2.43$ |
| $1 \times 10^{23}$ | $3.34 \times 10^7$ | $5.35 \times 10^6$ | $-1.25$ |
| $1 \times 10^{25}$ | $1.45 \times 10^7$ | $2.32 \times 10^8$ | $-0.010$ |

The first and third rows show the same field to the digits given. They are nearly the two roots for one field: the product of their $x$ values is $2 \times 10^{-4}$, which is $\varepsilon / \gamma$ for $\gamma \approx 0.5$.

Take $n = n_s$ as the desired conducting state. There $h / r = 0.4999$, $\eta \approx -0.50$ and $\kappa = 10^8 / (3.338 \times 10^7) = 3.00$. The conductivity is $\sigma = J / F = 0.160$ S/m, so

$$ \frac{dF}{dJ} = \frac{1}{0.160} \times \frac{-0.50}{3.00 - 0.50} = -1.25 \ \text{Ω m} . $$

For a thickness of 50 nm and an area of $10^{-14}$ m², the smallest resistance that stabilizes the state against uniform disturbances is $1.25 \times 5 \times 10^{-8} / 10^{-14} = 6.25 \times 10^6$ Ω.

The width must be checked as well. Take $D_\perp$ from the Einstein relation at 300 K, which gives $10^{-5} \times 0.0259 = 2.6 \times 10^{-7}$ m²/s. With $g |\eta| = 2.5 \times 10^9$ s⁻¹, the width limit is 32 nm. A square film of this area has a side of 100 nm, so its uniform state at $n_s$ is unstable and a filament can form. The switching calculation below describes a film that is kept uniform. Sides shorter than the limit could keep a real film uniform only if lateral space charge is negligible, and the resistance would have to be scaled up as the area shrinks. Here it is not negligible. For an assumed relative permittivity of 10, the dielectric relaxation rate, which is the conductivity divided by the permittivity, is $1.8 \times 10^9$ s⁻¹ and comparable with $g |\eta|$. With localized holes the 32 nm limit therefore does not secure a uniform state.

Choose twice that load, $\rho = 2.5$ Ω m. The source must supply $F_s = 3.338 \times 10^7 + 2.5 \times 5.348 \times 10^6 = 4.675 \times 10^7$ V/m, or 2.34 V. On the rising branch $F$ and $J$ both grow with density, so the source voltage needed for a steady state there is largest at threshold. It is the film's 2.15 V plus a load drop of $2.5 \times 6.97 \times 10^4 \times 5 \times 10^{-8} = 0.009$ V. The source exceeds this sum, so no steady state is left on the rising branch and the film must leave it.

For a uniform film without capacitance, the two rate equations were integrated in time with an implicit multistep method, starting from the dark state with the source switched on at once. Charging the film's own capacitance would change the times below; for a relative permittivity of 10 the first becomes about 2.1 ns. The times are also more than ten times the transit time of about 0.11 ns, so they rely on contacts that resupply the interior density. With a contact that supplies only the dark density, the density would rise only about 2.4-fold across the film, and the film would not switch on this time scale. The density passes $n_{th}$ after 1.58 ns and $n_s / 2$ after 5.42 ns, and settles at $n_s$. The film voltage is then 1.67 V.

The first time can be estimated by hand. While the traps are nearly empty and the load drop is small, $dx/dt = r (\varepsilon + a x)$ with $a = g(F_s) / r - 1 = 0.178$. Integration from $x_d$ to $x_{th}$ gives

$$ t = \frac{1}{r a} \ln \frac{x_{th} + \varepsilon / a}{x_d + \varepsilon / a} = 1.56 \ \text{ns} . $$

The estimate omits the filling of the traps and the fall of the field through the load.

Without a load the outcome is different. At a fixed field 5% above threshold, the density reaches $100 \, n_s$ in 6.15 ns and has no steady value to approach. At 5% below threshold the two steady densities are $7.58 \times 10^{19}$ and $1.52 \times 10^{22}$ m⁻³; the lower is stable and the upper is not.

### Heating and the missing holding field

The power density $J F$ is $1.79 \times 10^{14}$ W/m³ at $n_s$. With an assumed round heat capacity of $2 \times 10^6$ J/(m³ K) and no heat loss, the film warms by about 0.09 K per nanosecond. Fixed temperature is then reasonable during the switching time above. Extended to a microsecond the same estimate gives 90 K, but this is only an upper bound, because a film this thin loses heat to its contacts. Take an assumed thermal conductivity $k_{th} = 0.2$ W/(m K), thickness $L$, heat capacity $C$, and contacts held at fixed temperature. The thermal time $C L^2 / (\pi^2 k_{th})$ is then about 2.5 ns, and the steady rise $J F L^2 / (8 k_{th})$ is about 0.3 K. Poor thermal contact or a filament of higher current density would raise this value. At $n = 10^{25}$ m⁻³ the power is $3.35 \times 10^{15}$ W/m³, the rate without heat loss is about 1.7 K per nanosecond, and the steady rise with the same contacts is about 5 K.

The model also has no holding field, meaning a lowest field on the conducting side. At large $x$, $h \approx r (1 - \varepsilon) / x$, and the exponential law gives a field that tends to zero as $1 / \ln x$. An added loss that does not saturate changes this. Suppose direct recombination removes $B n^2$ carriers per volume and time, and let $\beta = B n_s / r$. At densities where the background is negligible,

$$ \frac{h}{r} \approx \frac{1}{1 + x} + \beta x = \frac{1}{u} + \beta u - \beta , \qquad u = 1 + x . $$

For $\beta < 1$ the minimum is at $u = 1 / \sqrt{\beta}$, where $h / r = 2 \sqrt{\beta} - \beta$. The holding field $F_h$ then obeys $g(F_h) \approx r (2 \sqrt{\beta} - \beta)$. Neglecting the background requires $\beta$ to be well below 1 and $\varepsilon / x$ to be much smaller than this value at the minimum. When $\beta$ is close to 1, even a weak background can remove the minimum, and with it the holding field.

The constant emptying time can fail as well. If traps are emptied by mobile holes with coefficient $c_p$, and the hole density approaches $n$ at high density, the trap balance becomes $c (N_t - m) = c_p m$. The loss per electron, $c_p m$, then tends to $r c_p / (c + c_p)$ instead of zero. The field tends to a finite value, and the saturation on which the long falling branch rests is incomplete.

### Order of calculation

Compute $r$, $n_s$ and $\varepsilon$, and stop if $\varepsilon \ge 1$. Confirm that $g$ can reach $r (1 - \sqrt{\varepsilon})^2$. Use a grid $x = x_d (1 + \delta)$ with $\delta > 0$ spaced logarithmically. The numerator of $h / r$ is then $\varepsilon \delta$, with no loss of digits near the dark density. Invert $g(F) = h$ at each point, form $J$, and evaluate $\eta$, $\kappa$ and $dF/dJ$ from their formulas.

Where $\kappa + \eta > 0$, choose a load above $|dF/dJ|$ at the intended operating point. This makes the point stable against uniform disturbances when capacitance is negligible, but it does not ensure that the film reaches it. To switch from the dark state to this point, the source field $F_s$ must also exceed $F + \rho J$ at every lower density on the steady curve, not only at threshold. This may call for a larger load. A large load also slows the charging of the film, and its capacitance can then make the point unstable. Finally, compare the film width with the diffusion limit, keeping in mind that localized holes can make even a narrower film non-uniform, and estimate the heating: without heat loss for pulses shorter than the thermal time of the film and its contacts, and from the steady heat flow for longer ones.
